# Temperature coefficient of a Schottky diode at constant forward current

## Problem

A metal contact on an n-type semiconductor has a barrier \(\phi=0.70\) eV, measured from the Fermi level of the metal to the top of the barrier. The barrier does not change with temperature. The current is carried by thermionic emission: electrons with enough energy to pass over the barrier do so, and the others are turned back. At \(T=300\) K the forward bias is \(V=0.30\) V.

The temperature is now changed slightly while a current source holds the current density \(J\) fixed. Estimate \(dV/dT\) by scaling, then derive it within the thermionic-emission model, and show that it is near \(-1.5\) mV/K. Find also where the forward-bias formula fails and which of several neglected effects could shift the coefficient most in a real contact.

Here \(e>0\), \(V>0\) is forward bias, and \(k\) is Boltzmann's constant. Energies such as \(\phi\) and \(eV\) are in eV. Formulas containing \(e^2\) are in Gaussian units.

## First estimate by scaling

Forward bias places the Fermi level of the semiconductor \(eV\) above that of the metal. Seen from the semiconductor, the top of the barrier is therefore not \(\phi\) but

\[
\phi-eV=0.70-0.30=0.40\ \text{eV}
\]

above the Fermi level. The current varies mainly through the Boltzmann factor \(\exp[-(\phi-eV)/kT]\). To hold this factor fixed, \(\phi-eV\) must grow in proportion to \(T\):

\[
\frac{d(\phi-eV)}{dT}\approx\frac{\phi-eV}{T}.
\]

Since \(\phi\) is constant, the left side is \(-e\,dV/dT\), and

\[
\frac{dV}{dT}\approx-\frac{\phi-eV}{eT}
=-\frac{0.40\ \text{V}}{300\ \text{K}}=-1.33\ \text{mV/K}.
\]

The sign is that of a hotter contact needing less bias for the same current.

The estimate ignores any power of \(T\) in front of the exponential. With \(kT=0.02585\) eV, the exponent is \(0.40/0.02585=15.5\), which is also the logarithmic derivative of the Boltzmann factor with respect to \(\ln T\) at fixed \(V\). A prefactor \(T^p\) adds \(p\) to it. For \(p\) of order two, the estimate should be low in magnitude by somewhat more than ten per cent.

## Solution of the emission model

### Current from the semiconductor

Measure electron energy from the conduction-band edge in the neutral semiconductor. Let \(\psi\) be the height of the barrier top above this edge, and \(\delta\) the depth of the Fermi level below it. Then

\[
\psi+\delta=\phi-eV .
\]

Assume that the electron population up to the barrier top is that of the neutral semiconductor, and that each electron reaching the contact with normal energy above \(\psi\) crosses. For one valley with masses \(m_x,m_y,m_z\) along its axes, and \(x\) normal to the contact, the current density is

\[
J_{\rm f}=e\,\frac{2}{(2\pi)^3}\int dk_x\,dk_y\,dk_z\;v_x\,
e^{-(E+\delta)/kT}.
\]

The factor 2 counts spin. The integral covers states moving towards the contact with \(E_x=\hbar^2k_x^2/2m_x>\psi\). The Boltzmann form replaces the Fermi function because the occupation at the barrier top is only about \(1.9\times10^{-7}\).

Since \(v_x=\hbar k_x/m_x\), we have \(v_x\,dk_x=dE_x/\hbar\). The normal integral is

\[
\frac1\hbar\int_\psi^\infty e^{-E_x/kT}\,dE_x
=\frac{kT}{\hbar}e^{-\psi/kT}.
\]

Each lateral integral is Gaussian:

\[
\int_{-\infty}^{\infty}
e^{-\hbar^2k_y^2/2m_ykT}\,dk_y
=\frac{\sqrt{2\pi m_ykT}}{\hbar},
\]

and likewise for \(z\). Multiplying the three factors gives

\[
J_{\rm f}
=\frac{2e}{8\pi^3}\,
\frac{kT}{\hbar}\,
\frac{2\pi kT\sqrt{m_ym_z}}{\hbar^2}\,
e^{-(\psi+\delta)/kT}
=A^*T^2e^{-(\phi-eV)/kT},
\]

\[
A^*=\frac{e k^2\sqrt{m_ym_z}}{2\pi^2\hbar^3}.
\]

One factor of \(T\) comes from the normal energy and one from the two lateral directions. The position of the Fermi level within the semiconductor, which itself depends on temperature, has dropped out because only \(\psi+\delta\) enters. With several valleys, their values of \(A^*\) add.

### Return current

Electrons also cross from the metal. Seen from there the barrier remains \(\phi\), so the return current does not depend on \(V\). It must cancel \(J_{\rm f}\) at \(V=0\), and hence equals \(A^*T^2e^{-\phi/kT}\). The net current is

\[
J=A^*T^2e^{-\phi/kT}\left(e^{eV/kT}-1\right).
\]

### Constant current

Put \(u=eV/kT\) and take the logarithm:

\[
\ln J=\ln A^*+2\ln T-\frac{\phi}{kT}+\ln(e^u-1).
\]

Along the path of constant \(J\), \(V\) is a function of \(T\). Differentiation gives

\[
0=\frac2T+\frac{\phi}{kT^2}
+\frac{1}{1-e^{-u}}\,\frac{du}{dT},
\qquad
\frac{du}{dT}=\frac{e}{kT}\frac{dV}{dT}-\frac{eV}{kT^2},
\]

where \(e^u/(e^u-1)=1/(1-e^{-u})\) was used. Multiply by \(kT(1-e^{-u})\) and solve:

\[
e\left(\frac{dV}{dT}\right)_J
=\frac{eV}{T}
-\left(1-e^{-eV/kT}\right)\frac{\phi+2kT}{T}.
\]

This is the full result of the model. When \(eV\gg kT\), the exponential can be dropped:

\[
e\left(\frac{dV}{dT}\right)_J
=-\frac{\phi-eV}{T}-2k .
\]

For the stated diode, \(e^{-eV/kT}=9.1\times10^{-6}\), so the forward formula applies. With \(k=0.08617\) meV/K,

\[
\frac{dV}{dT}=-1.333-2(0.08617)
=-1.333-0.172=-1.506\ \text{mV/K}.
\]

This is the required coefficient near \(-1.5\) mV/K.

## Comparison of the two answers

The scaling estimate reproduces the first term. The missing \(-2k\) is the work of the factor \(T^2\): warming increases the emission even at a fixed Boltzmann factor, so the bias must fall a little further. The omission is 11% of the full coefficient, as the ratio of 2 to 15.5 led us to expect.

The constant \(A^*\) has cancelled, because the bias was specified. As a numerical test, the current was also found by integrating over wavevectors with Fermi occupations, and the bias was then solved for at fixed current on either side of 300 K. Silicon's six valleys and a single valley with the free-electron mass both gave \(-1.50566\) mV/K, the value of the full formula.

The coefficient also measures how fast the current would rise at fixed bias. In the forward regime \((\partial\ln J/\partial V)_T=e/kT\), so

\[
\left(\frac{\partial\ln J}{\partial T}\right)_V
=-\frac{e}{kT}\left(\frac{dV}{dT}\right)_J
=\frac{1.506\times10^{-3}}{0.02585}\ \text{K}^{-1}
=0.058\ \text{K}^{-1}.
\]

A rise of one kelvin at fixed voltage increases the current by about 6%. At fixed current it lowers the voltage by 1.5 mV.

## Small bias, where the return current matters

At \(V=0.02\) V and the same temperature, \(u=0.02/0.02585=0.774\), and \(1-e^{-u}=0.539\). The full formula gives

\[
\frac{dV}{dT}
=\frac{20\ \text{mV}}{300\ \text{K}}
-0.539\,\frac{751.7\ \text{mV}}{300\ \text{K}}
=-1.28\ \text{mV/K}.
\]

The wavevector integration gives the same value. The forward formula would give \(-2.44\) mV/K, nearly twice the correct magnitude.

In the limit \(eV\ll kT\), \(1-e^{-u}\approx u\), and

\[
\frac{dV}{dT}\approx
\frac VT-\frac{V}{kT}\,\frac{\phi+2kT}{T}
=-\frac VT\left(\frac{\phi}{kT}+1\right).
\]

The coefficient goes to zero with the bias, as it must: zero current requires zero voltage at every temperature. The forward formula misses this limit.

## How the voltage varies over a wider range

Solving the current law for the voltage gives

\[
V=\frac{kT}{e}\ln\left(1+\frac{J}{J_s}\right),
\qquad J_s=A^*T^2e^{-\phi/kT}.
\]

For \(J\gg J_s\), this becomes

\[
eV=\phi+kT\ln\frac{J}{A^*T^2}.
\]

Its first and second derivatives at fixed \(J\) are

\[
e\frac{dV}{dT}=k\ln\frac{J}{A^*T^2}-2k,
\qquad
e\frac{d^2V}{dT^2}=-\frac{2k}{T}.
\]

The first agrees with the earlier result, since \(k\ln(J/A^*T^2)=-(\phi-eV)/T\). The second gives \(-0.57\ \mu\text{V/K}^2\) at 300 K, so the voltage is nearly linear in temperature.

To attach a current to the example, take rough silicon masses \(m_l=0.92\) and \(m_t=0.19\) in units of the electron mass, and a (100) surface. Two valleys have lateral masses \(m_t,m_t\), and four have \(m_l,m_t\). The free-electron value \(120.2\ \text{A cm}^{-2}\text{K}^{-2}\) is therefore multiplied by

\[
2m_t+4\sqrt{m_lm_t}=0.38+1.67=2.05,
\]

which gives \(A^*=247\ \text{A cm}^{-2}\text{K}^{-2}\) and \(J=4.2\) A/cm². At this current the model bias is 0.3745 V at 250 K and 0.2241 V at 350 K. The mean slope is \(-1.49\) mV/K over the lower 50 K and \(-1.52\) mV/K over the upper 50 K.

Two consequences concern the reading of data. First, the coefficient depends on the chosen current. In the forward regime, a tenfold reduction of \(J\) at 300 K changes it by \(-(k/e)\ln10=-0.20\) mV/K. The bias then is 0.2405 V and the slope \(-1.70\) mV/K. Secondly, a tangent drawn at 300 K and extended to zero temperature meets the voltage axis at

\[
V-T\frac{dV}{dT}=\frac{\phi+2kT}{e}=0.752\ \text{V}.
\]

Reading this intercept as the barrier would overstate \(\phi\) by \(2kT=0.052\) eV. The excess comes from the slight curvature produced by \(T^2\).

## A real contact and the limits of the model

To size the omitted effects for a contact on n-type silicon, take a doping \(N=10^{16}\ \text{cm}^{-3}\), a dielectric constant \(\kappa=11.7\), and a mobility \(\mu=1200\) cm²/Vs that falls as \(T^{-2.3}\). These are rough typical values. Each effect below is added separately, with the bias at 300 K kept at 0.30 V; the current held fixed is then the one belonging to that modified model.

If an effect multiplies the forward current by \(e^g\), then \(g\) is added to \(\ln J\). Differentiating at constant \(J\) and multiplying by \(kT\) shows that it shifts the coefficient by

\[
\Delta\left(e\frac{dV}{dT}\right)=-kT\frac{dg}{dT},
\]

where the derivative follows the changing bias.

**Image lowering.** In a depletion layer of width \(w\), Poisson's equation gives the force \(4\pi e^2N(w-x)/\kappa\) on an electron at distance \(x\) from the metal. Its integral is \(\psi=2\pi e^2Nw^2/\kappa\), and its largest value is \(F=\sqrt{8\pi e^2N\psi/\kappa}\). The image charge is a distance \(2x\) away and contributes the energy \(-e^2/4\kappa x\). The barrier near the contact is thus

\[
\psi-Fx-\frac{e^2}{4\kappa x}.
\]

Its maximum is at \(x^2=e^2/4\kappa F\), where the two subtracted terms are equal and sum to \(\sqrt{e^2F/\kappa}\). To find \(\psi\), use the silicon masses above. With \(m_0\) the electron mass, the six valleys have the effective density of states \(N_c=12\sqrt{m_lm_t^2}\,(m_0kT/2\pi\hbar^2)^{3/2}=2.7\times10^{19}\ \text{cm}^{-3}\). If all donors are ionized, \(N=N_ce^{-\delta/kT}\), so \(\delta=kT\ln(N_c/N)=0.205\) eV and \(\psi=0.40-0.205=0.195\) eV. The lowering is then 17 meV. If 0.70 eV is the barrier before lowering, the coefficient shifts by about \(+0.04\) mV/K. If instead 0.70 eV is the lowered top at 300 K and 0.30 V, as the problem's definition of \(\phi\) suggests, only the change of the lowering along the path counts, and the shift is about \(-0.015\) mV/K.

**Tunnelling.** Electrons just below the top can pass through the barrier \(U=\psi(1-x/w)^2\). Let \(P(E)\) be their transmission. Comparing the Boltzmann-weighted flux below the top with that above it gives the current factor

\[
1+\frac1{kT}\int_0^\psi P(E)\,e^{(\psi-E)/kT}\,dE .
\]

In the WKB approximation, with \(s=1-x/w\),

\[
P=\exp\left[-\frac{2\psi}{E_{00}}
\int_{\sqrt{E/\psi}}^1\sqrt{s^2-E/\psi}\;ds\right],
\qquad
E_{00}=\hbar\sqrt{\frac{\pi e^2N}{\kappa m}} .
\]

The prefactor follows from \(w\sqrt{2m\psi}/\hbar=\psi/E_{00}\), using the width above. Giving all valleys the light mass \(0.19\), which favours tunnelling, yields \(E_{00}=1.2\) meV and a current factor of 1.39. Within WKB the coefficient shifts by only \(+0.020\) mV/K. This fixes the order of magnitude and not the sign. The extra flux comes from within about 10 meV of the top, where WKB is unreliable, and the formula also leaves out the quantum reflection of electrons that arrive above the top. Solving the one-dimensional Schrödinger equation for the same sharp barrier facing a free-electron metal, with its band bottom about 6 eV below the top, gives a net current factor near 0.5 and a shift near \(-0.01\) mV/K. Both numbers depend on the model of the metal. This estimate uses a sharp barrier top, whereas image lowering rounds it, so the two shifts should not be added as independent corrections.

**Diffusion to the barrier.** Let \(\zeta\) be the electron quasi-Fermi level and \(n=N_ce^{(\zeta-U)/kT}\) the density, where \(N_c\) is the effective density of states. The flux towards the metal is \(J/e=(\mu/e)n\,d\zeta/dx\). Multiplying by \(e^{U/kT}\) and integrating across the layer gives \(J/e=v_D(n_b-n_0)\), with

\[
v_D=\frac{\mu kT/e}{\int_0^w e^{(U-\psi)/kT}\,dx}.
\]

Here \(n_0\) is the actual density at the barrier top and \(n_b\) the density there if \(\zeta\) were flat. Emission requires \(J/e=v_Rn_0\), with \(v_R=A^*T^2/eN_c\), when the return current is negligible. Eliminating \(n_0\) gives

\[
J=\frac{e v_Rn_b}{1+v_R/v_D}.
\]

The velocities are \(v_R=5.0\times10^6\) and \(v_D=2.7\times10^7\) cm/s. The current is reduced by 16%, and the coefficient shifts by \(+0.031\) mV/K. These figures give only a rough size. The potential falls by \(kT/e\) within about 11 nm of the barrier top, which is less than the electrons' mean free path of some 40 nm, so a local mobility is not reliable there.

**Series resistance.** A neutral layer of thickness \(L=5\ \mu\)m adds the voltage \(JL/eN\mu=1.1\) mV. Since \(\mu\propto T^{-2.3}\), this grows by \(2.3(1.1\ \text{mV})/(300\ \text{K})=0.008\) mV/K. The bias of 0.30 V is here the voltage across the junction itself. The shift is proportional to \(L\): at this doping and current, a layer of about 150 \(\mu\)m would give \(+0.25\) mV/K, so the effect is small only for a thin layer and a modest current. With 0.40 V across the junction the current is about 48 times larger, and even the 5 \(\mu\)m layer drops 53 mV and shifts the coefficient by \(+0.40\) mV/K. For the voltage measured at the terminals, the forward formula therefore fails at high bias as well as at small bias.

**A drifting barrier.** If \(\phi\) depends on temperature, the forward formula becomes

\[
e\frac{dV}{dT}
=-\frac{\phi-eV}{T}-2k+\frac{d\phi}{dT}.
\]

The silicon gap shrinks by roughly 0.25 meV/K near room temperature. If the barrier took up all of this change, the coefficient would be

\[
-1.506-0.250=-1.756\ \text{mV/K}.
\]

At the bias of 0.30 V and with the 5 \(\mu\)m series layer, this shift is larger than each of the preceding ones, and is 17% of the fixed-barrier coefficient. It would matter in thermometry: a true rise of 10 K would lower the voltage by about 17.6 mV, and dividing by the fixed-barrier slope would report 11.7 K. How much of the gap change a given contact takes up must be measured. 

**An uneven barrier.** A barrier that varies from place to place over the contact can matter as much. Suppose that independent patches have a Gaussian distribution of barriers with mean \(\phi\) and standard deviation \(\sigma\). Averaging the Boltzmann factor over them gives \(g=\sigma^2/2(kT)^2\), and \(e\,dV/dT\) shifts by \(+\sigma^2/(kT^2)\). The sign is positive because the current favours the low patches more strongly when the contact is cold. For \(\sigma=0.05\) eV the shift is \(+0.32\) mV/K, opposite to that of the assumed drift and somewhat larger, provided 0.70 eV is the mean barrier. If 0.70 eV is instead the apparent barrier \(\phi-\sigma^2/2kT\) deduced from the current at 300 K, the mean is 0.748 eV and the shift is \(+\sigma^2/(2kT^2)=+0.16\) mV/K, smaller than that of the drift. Treating the patches as independent requires them to be wide compared with the depletion width, about 160 nm here. Which of the two matters most depends on the contact.
 The result near \(-1.5\) mV/K therefore belongs to the stated bias and a uniform barrier that stays fixed, with little series resistance; a diode used as a thermometer needs calibration at its operating current.

The numerical output lists the main values behind these estimates.

## Computed results

```
Barrier: 0.70 eV
Forward bias: 0.30 V
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Boltzmann constant k: 0.086173 meV/K
Return/forward current ratio: 9.125e-06
Barrier term of slope: -1.3333 mV/K
Prefactor term of slope: -0.1723 mV/K
Slope, forward formula: -1.50568 mV/K
Slope, full formula: -1.50566 mV/K
Slope, sum over states: -1.50566 mV/K
Slope, isotropic free mass: -1.50566 mV/K
Slope at 0.02 V, sum over states: -1.2831 mV/K
Slope at 0.02 V, full formula: -1.2831 mV/K
Slope at 0.02 V, forward formula: -2.4390 mV/K
Free-electron Richardson constant: 120.17 A/(cm2 K2)
Silicon (100) Richardson constant: 246.6 A/(cm2 K2)
Current density: 4.232 A/cm2
Bias at one tenth the current: 0.2405 V
Slope at one tenth the current: -1.7039 mV/K
Bias at 250 K, same current: 0.37452 V
Bias at 350 K, same current: 0.22405 V
Curvature of V(T): -0.572 uV/K2
Tangent intercept at 0 K: 0.7517 V
Longitudinal mass (rough): 0.92 electron masses
Transverse mass (rough): 0.19 electron masses
Dielectric constant (rough): 11.7
Doping: 1.0e+16 cm^-3
Density of states Nc: 2.744e+19 cm^-3
Doping/Nc: 3.64e-04
Barrier-top occupation: 1.91e-07
Band bending: 0.1953 eV
Depletion width: 158.9 nm
Largest junction field: 0.0246 MV/cm
Image lowering: 17.39 meV
Slope shift, image lowering: 0.0435 mV/K
Tunnelling energy E00: 1.245 meV
Tunnelling current factor: 1.388
Slope shift, tunnelling: 0.0197 mV/K
Mobility (rough): 1200 cm2/Vs
Mobility falls as T to the power: -2.3
Emission velocity: 5.049e+06 cm/s
Diffusion velocity: 2.710e+07 cm/s
Slope shift, diffusion: 0.0310 mV/K
Series layer thickness: 5.0 um
Series voltage drop: 1.101 mV
Slope shift, series layer: 0.0084 mV/K
Assumed barrier drift (rough): -0.25 meV/K
Slope shift, barrier drift: -0.2500 mV/K
Slope with barrier drift: -1.7557 mV/K
```
